# Tail of an Isotropic Donor Envelope outside Its Core

**Q.** A donor in a multivalley semiconductor has several envelopes, coupled by a core potential that nobody knows well. How can anything definite be said about the wave function far from the core?

**A.** By using the fact that the unknown part is confined. Write the donor state as $\psi=\sum_j F_j(\mathbf r)\,\phi_j(\mathbf r)$, where $\phi_j$ is the Bloch function at the minimum of valley $j$ and $F_j$ is a slowly varying envelope. I assume the following:

- every valley has the same isotropic mass $m^*$;
- the short-range potential and all coupling between valleys vanish for $r>r_c$;
- beyond $r_c$ the electron sees $-e^2/(\varepsilon r)$, in Gaussian units, with a constant $\varepsilon$.

Energies are measured from the band minimum. For $r>r_c$ each envelope then obeys

$$-\frac{\hbar^2}{2m^*}\nabla^2F_j-\frac{e^2}{\varepsilon r}F_j=-E_b F_j ,$$

with one binding energy $E_b$, because all the $F_j$ belong to one stationary state.

**Q.** The valleys still talk to each other inside the core. Where does that show?

**A.** In the value of $E_b$. Take six valleys, as in silicon. Let the core act with $d(r)$ within a valley, $g(r)$ between opposite valleys and $f(r)$ between any other pair. In the symmetric state all $F_j$ are equal, and each valley feels the row sum $d+g+4f$. The problem becomes that of one envelope $F$ in one effective core potential. Other valley combinations feel $d+g-2f$ or $d-g$, so they have different binding energies but the same outer equation.

**Q.** Then put the outer equation in a form without material constants.

**A.** Define $a^*=\varepsilon\hbar^2/(m^*e^2)$ and $Ry^*=\hbar^2/(2m^*a^{*2})$, and write $E_b=Ry^*/\nu^2$ with $\nu>0$. This defines $\nu$, which need not be an integer. Multiplying the equation by $-2m^*/\hbar^2$ gives

$$\nabla^2F+\frac{2}{a^*r}F=\frac{1}{\nu^2a^{*2}}F .$$

For angular momentum $l$ put $F=(u/r)Y_{lm}$, so that $\nabla^2F=r^{-1}[u''-l(l+1)u/r^2]Y_{lm}$. Now set $x=2r/(\nu a^*)$. Then $d^2/dr^2=(4/\nu^2a^{*2})\,d^2/dx^2$, and dividing by $4/(\nu^2a^{*2})$ turns the Coulomb term into $\nu^2a^*/(2r)=\nu/x$. With primes now meaning $d/dx$,

$$u''=q\,u,\qquad q=\frac14-\frac{\nu}{x}+\frac{l(l+1)}{x^2}.$$

This is Whittaker's equation with indices $\nu$ and $l+\tfrac12$.

**Q.** At large $x$ only the $\tfrac14$ survives. So $u\sim e^{-x/2}$, and the Coulomb term is irrelevant.

**A.** It is small, but it accumulates. The local decay rate is $\sqrt q\simeq\tfrac12-\nu/x$, and its integral is $x/2-\nu\ln x$. The logarithm grows without limit and turns into a factor $x^\nu$. Physically, the Coulomb attraction lowers the barrier under which the electron decays, and it does so over a very long range.

**Q.** That is a plausibility argument. I want a solution.

**A.** Write $u=e^{-x/2}x^{l+1}w$. The factor $e^{-x/2}$ changes the equation into $h''-h'+[\nu/x-l(l+1)/x^2]h=0$ for $h=x^{l+1}w$. Here

$$h'=x^{l+1}w'+(l+1)x^lw,$$
$$h''=x^{l+1}w''+2(l+1)x^lw'+l(l+1)x^{l-1}w .$$

The terms in $l(l+1)$ cancel, and dividing by $x^l$ leaves

$$xw''+(2l+2-x)w'-(l+1-\nu)w=0 .$$

Now try, for $\nu<l+1$,

$$w=\int_0^\infty e^{-xs}\varphi(s)\,ds,\qquad \varphi=s^{l-\nu}(1+s)^{l+\nu}.$$

Each derivative with respect to $x$ brings down $-s$, so the left side of the equation is the integral of

$$e^{-xs}\varphi\,[\,xs(1+s)-(2l+2)s-(l+1-\nu)\,].$$

Let $P=s(1+s)\varphi=s^{l+1-\nu}(1+s)^{l+1+\nu}$. Its derivative is

$$P'=\varphi[(l+1-\nu)(1+s)+(l+1+\nu)s]=\varphi[(l+1-\nu)+(2l+2)s].$$

The integrand is therefore $e^{-xs}(xP-P')=-\frac{d}{ds}(e^{-xs}P)$. Its integral vanishes, because $P(0)=0$ when $\nu<l+1$ and the exponential removes the upper end. So $w$ is a solution.

Substitute $t=xs$, which extracts a factor $x^{\nu-l-1}$ from $w$, and divide by $\Gamma(l+1-\nu)$ to fix the scale:

$$W_{\nu,l+1/2}(x)=\frac{e^{-x/2}x^\nu}{\Gamma(l+1-\nu)}\int_0^\infty e^{-t}t^{l-\nu}\Big(1+\frac tx\Big)^{l+\nu}dt .$$

This is the Whittaker function that decays at infinity.

**Q.** And the limit of large $x$?

**A.** The bracket tends to 1 at each $t$. For $x\ge1$ it stays below $(1+t)^{l+\nu}$, which is integrable with the other factors, so the limit may be taken inside. The integral tends to $\Gamma(l+1-\nu)$, and $W\to x^\nu e^{-x/2}$. Since $F$ contains $u/r$,

$$F\propto r^{\nu-1}\exp\!\Big(-\frac{r}{\nu a^*}\Big),\qquad r\to\infty .$$

The power is the same for every $l$, since the centrifugal term falls as $1/x^2$ and its accumulated effect stays finite.

**Q.** "Tends to" does not tell me how far out I must go.

**A.** For an s state with $0<\nu<1$, the case of a donor bound more deeply than $Ry^*$, there is a firm bound. The function $(1+t/x)^\nu$ is concave in $t$, so for $t>0$

$$1<(1+t/x)^\nu<1+\nu t/x .$$

Using $\int_0^\infty e^{-t}t^{1-\nu}dt=(1-\nu)\Gamma(1-\nu)$,

$$0<\frac{W_{\nu,1/2}(x)}{x^\nu e^{-x/2}}-1<\frac{\nu(1-\nu)}{x}.$$

The Whittaker function is thus the full outer solution, and the power times exponential is its leading form. At $\nu=1$ the s function reduces to $xe^{-x/2}$, and $F$ is the hydrogenic exponential with no power at all.

**Q.** Your integral diverges at $t=0$ once $\nu\ge l+1$. Excited s states live there.

**A.** They can be reached by a ladder. Given a solution $u$ at $\nu$, define

$$v=\Big(\frac x2-\nu\Big)u-xu' .$$

With $u''=qu$, and $xq=x/4-\nu+l(l+1)/x$, two derivatives give

$$v'=\Big(\frac x2-\nu-1\Big)u'+\Big(\frac12-xq\Big)u,$$
$$v''=(1-xq)u'+\Big[\Big(\frac x2-\nu-1\Big)q-\frac14+\frac{l(l+1)}{x^2}\Big]u .$$

The equation at $\nu+1$ requires $v''=(q-1/x)v$, whose right side is

$$(1-xq)u'+\Big[\Big(\frac x2-\nu\Big)q-\frac12+\frac\nu x\Big]u .$$

The $u'$ terms agree. The $u$ coefficients differ by $-q+\tfrac14-\nu/x+l(l+1)/x^2=0$. So $v$ solves the equation at $\nu+1$.

For large $x$, $u'=[-\tfrac12+\nu/x+O(x^{-2})]u$, which gives $v=[x-2\nu+O(1/x)]u$. One step raises the power by one and leaves the exponential alone. Starting from a value in $l\le\nu<l+1$, repeated steps reach every larger $\nu$.

**Q.** A second-order equation has two solutions. Why is the other one absent?

**A.** Beyond the last zero of $u$, starting from some $x_0$, a second solution is

$$u_2=u\int_{x_0}^x\frac{dx'}{u(x')^2}.$$

Indeed $u_2'=u'\!\int\!u^{-2}+1/u$. In $u_2''$ the two terms $\pm u'/u^2$ cancel, leaving $u_2''=qu_2$. The integrand behaves as $e^{x}x^{-2\nu}$, and so does its integral to leading order. Hence $u_2\sim e^{x/2}x^{-\nu}$, which cannot be normalized. A bound state for $r>r_c$ is therefore $F=A\,W_{\nu,l+1/2}(x)/r$, times the angular factor.

**Q.** If the outer solution is that good, why not use it down to $r=0$ and forget the core?

**A.** Take $l=0$ and $\nu<1$. In the integral, $x^\nu(1+t/x)^\nu=(x+t)^\nu$, which tends to $t^\nu$ as $x\to0$. The integral becomes $\int_0^\infty e^{-t}dt=1$, so $W_{\nu,1/2}(0)=1/\Gamma(1-\nu)$. This is not zero, and $F$ would diverge as $1/r$. The Laplacian of $1/r$ contains a delta function, so the continued function does not solve the pure Coulomb problem at the origin. The core must supply what is missing: matching $u'/u$ at $r_c$ selects $\nu$, and normalization selects $A$.

The opposite limit is instructive. Let $\varepsilon\to\infty$, so that the Coulomb attraction vanishes, and let the core be adjusted to keep $E_b$ fixed. This sends $\nu$ to 0 and leaves $\nu a^*=\hbar/\sqrt{2m^*E_b}$ unchanged. Then $F\to e^{-r/(\nu a^*)}/r$, the tail of a short-range trap. The power $\nu-1$ runs from $-1$ for that trap to $0$ for the hydrogenic donor.

**Q.** Give me numbers for a donor I might meet.

**A.** Take rough values in the range of phosphorus in silicon: $m^*=0.30\,m$, $\varepsilon=11.7$, $E_b=45$ meV and $r_c=0.25$ nm. They give $a^*=2.064$ nm and $Ry^*=29.8$ meV, so

$$\nu=\sqrt{29.8/45}=0.814,\qquad \nu a^*=1.68\ \text{nm},\qquad \nu-1=-0.186 .$$

At 10 nm, $x=20/1.68=11.9$, and the bound on the error of the leading form is $0.814\times0.186/11.9=0.0127$. The Whittaker function compares with it as follows, the error being relative to the leading form:

| $r$ (nm) | $W$ | error | bound |
|---|---|---|---|
| 2 | 0.654 | 0.0613 | 0.0636 |
| 5 | 0.223 | 0.0250 | 0.0254 |
| 10 | 0.0198 | 0.0126 | 0.0127 |
| 15 | 0.00140 | 0.0084 | 0.0085 |

**Q.** An exponent of $-0.186$ hardly matters beside an exponential.

**A.** Compare the fall from 2 to 10 nm. The exponential alone gives $e^{-8/1.68}=8.55\times10^{-3}$. The power contributes $5^{-0.186}=0.74$, which lowers this to $6.34\times10^{-3}$. The full Whittaker ratio is $6.05\times10^{-3}$. Dropping the power makes the ratio 41% too large; keeping the leading form makes it 5% too large. A donor with $\nu=1$ and the same $a^*$ would give $2.07\times10^{-2}$, so the greater part of the change comes from the shorter decay length.

**Q.** You have compared formulas with formulas. Does a donor with an actual core behave this way?

**A.** I tested that by diagonalizing the radial Hamiltonian on a grid with spacing 0.005 nm. Two core shapes of radius 0.25 nm were added in turn to the Coulomb potential, and each depth was adjusted to give 45 meV: a square well of 2.56 eV and a parabolic well of about 5.63 eV (5.636 eV on this grid, 5.634 eV in the continuum limit). Between 0.5 and 15 nm the ratio of $u$ to $W_{\nu,1/2}$ stayed constant to within $3\times10^{-6}$ of its mean in both cases.

With $\int u^2dr=1$, the amplitudes of $W$ in $u$ were 0.8308 and 0.8302 nm$^{-1/2}$. Normalizing $W$ over all space, with no core region set apart, gives 0.8283 nm$^{-1/2}$. For these small cores, then, the binding energy nearly fixes the amplitude as well as the shape. In the square-well case 98.4% of the probability lies outside the core. The wells are stand-ins: at depths of electronvolts, effective-mass theory is not a reliable account of the core itself.

**Q.** Agreement of two curves may hide a wrong exponent. Can you extract the power directly?

**A.** Yes. Remove the exponential from the logarithmic slope and define

$$p(r)=r\left[\frac{d\ln F}{dr}+\frac1{\nu a^*}\right].$$

For $l=0$ and $\nu<1$, expand $(1+t/x)^\nu$ in the integral to second order. This gives $W=e^{-x/2}x^\nu(1+c_1/x+c_2/x^2+\dots)$ with

$$c_1=\nu(1-\nu),\qquad c_2=-\tfrac12\nu(1-\nu)^2(2-\nu).$$

The logarithm of the bracket is $c_1/x+(c_2-c_1^2/2)/x^2+\dots$, and $r\,d/dr=x\,d/dx$. The second-order term in $p$ is $(c_1^2-2c_2)/x^2$, where $c_1^2-2c_2=\nu(1-\nu)^2[\nu+(2-\nu)]=2\nu(1-\nu)^2$. Hence

$$p=\nu-1-\frac{\nu(1-\nu)}x+\frac{2\nu(1-\nu)^2}{x^2}+\dots$$

The grid state gives $p=-0.210$, $-0.198$ and $-0.194$ at 5, 10 and 15 nm, approaching $-0.186$ slowly. At 5 nm the first correction gives $-0.2114$. The next adds $2(0.814)(0.186)^2/5.95^2=0.0016$, which gives $-0.2098$, against the grid value $-0.2099$. A power fitted over a few nanometres would thus come out somewhat too negative.

**Q.** And the states with $\nu>1$?

**A.** With the same square core, the first excited s state has $\nu=1.819$, so its power is $+0.819$. A separate trial with a p state, a core of radius 1.5 nm and a depth of 0.4 eV gave $\nu=1.247$. Their tails followed the corresponding Whittaker functions with relative deviations below $10^{-6}$, from 6 to 18 nm and from 2 to 18 nm respectively. A positive power does not prevent decay; the exponential wins at large $r$.

**Q.** Silicon does not have an isotropic mass. What is left of all this in a real device?

**A.** The confinement argument survives, but the decay length and the power both come to depend on direction. Silicon valleys have masses of roughly $0.19\,m$ across and $0.92\,m$ along their axis. At a fixed binding of 45 meV, $\hbar/\sqrt{2mE_b}$ gives decay lengths of 2.11 and 0.96 nm instead of 1.68 nm. At 10 nm the exponential factor of a single valley is then 3.4 times the isotropic one in the first direction and 0.011 times in the second. With the power and the normalization included, the single-valley envelope for a small core is about 3.15 and 0.021 times the isotropic one. This is the largest error sized here, and it rules out using the isotropic value for the coupling of two real silicon donors. The power changes too. Along a principal direction with mass $m$, the accumulated Coulomb correction is $\nu_m\ln r$ with $\nu_m=me^2/(\varepsilon\hbar\sqrt{2mE_b})$. The limiting power $\nu_m-1$ is about $-0.35$ across the valley axis and $+0.43$ along it. It is approached slowly: for a small core, the local power at 10 nm is about $-0.3$ across the axis and only $+0.15$ along it, so the limiting values should not be used at such distances. The model density $F^2$ at 10 nm, $2.1\times10^{-7}$ nm$^{-3}$, is about a tenth of the $\nu=1$ value, $2.2\times10^{-6}$ nm$^{-3}$; that comparison holds the isotropic mass fixed. Nor is $F^2$ the density on a lattice site, because the products $\phi_j^*\phi_k$ interfere there.

**Q.** You also put the core edge at 0.25 nm. Is the potential really Coulombic from there?

**A.** Probably not. Suppose the incompletely screened part decays over a rough 0.1 nm, so that its ratio to the screened Coulomb potential is $(\varepsilon-1)e^{-r/0.1\,\text{nm}}$. That ratio is 0.88 at 0.25 nm, 0.07 at 0.5 nm and $5\times10^{-4}$ at 1 nm. The effect on the envelope is much smaller than these ratios: at $E_b=45$ meV, $u$ departs from the Whittaker tail by 2.4% at 0.25 nm, 0.1% at 0.5 nm and $4\times10^{-6}$ at 1 nm. With this estimate, the Whittaker form of the isotropic model should be started between 0.5 and 1 nm, depending on the accuracy wanted. The derivation permits this, since $r_c$ may be any radius beyond which the potential is Coulombic.

**Q.** What about the band structure, temperature, fields and neighbours?

**A.** For the values below they are smaller matters, except for the stronger of the two fields:

- A rough nonparabolicity of 0.5 eV$^{-1}$ multiplies the squared decay rate by $1-0.5\times0.045$ and raises the exponential at 10 nm by 7%. Applied to the local kinetic energy $-E_b+e^2/(\varepsilon r)$, it also lowers $\nu$ from 0.814 to 0.786, which offsets more than half of the change: the ratio of $F$ at 10 and 2 nm rises by about 2%, against 5.5% from the exponential alone.
- At 4.2 K, $k_BT=0.36$ meV. If the other valley combinations lie near $Ry^*$, about 15 meV higher, their Boltzmann factor is of order $10^{-18}$. For phosphorus in silicon the lowest of them lies about 12 meV higher, which gives $10^{-14}$.
- A field of 1 kV/cm changes the potential energy by 1 meV over 10 nm. Without the Coulomb term the electron would leave the barrier at 450 nm, with a tunnelling exponent of about 360. At 30 kV/cm the change over 10 nm is 30 meV, which is no longer small beside $E_b$. With the Coulomb term the barrier then ends near 11 nm, and it vanishes at about 41 kV/cm, so the donor is close to ionizing. These estimates are for an isolated donor; impact ionization by free carriers in a doped crystal is not sized here.
- At $10^{16}$ cm$^{-3}$ the mean donor spacing is 46 nm. The field of an ion at that distance, taken as uniform, changes the potential energy by about 0.6 meV over 10 nm. The nearest donor is typically closer, at about 26 nm, where an ion would give about 3 meV along the line towards it, and closer neighbours give more.

**Q.** Is there a case where the exponent itself is wrong, and not merely its prefactor?

**A.** The anisotropic mass is one, as above. Another is a Coulomb tail that is cut off. If mobile carriers screen the donor, the potential beyond the screening length falls faster than $1/r$. The accumulated correction to the decay then converges instead of growing as $\nu\ln x$. The outermost tail becomes $e^{-\kappa r}/r$, with $\kappa=\sqrt{2m^*E_b}/\hbar$ and $E_b$ the binding energy in the screened potential. The power $\nu-1$ belongs to the region outside the core but well inside the screening length. There the screening charge raises the potential energy by a nearly constant amount, and $\nu$ and the decay length must be computed from $E_b$ plus that amount. If the screening length is only a few times $a^*$, no such region is left.

## Computed values

```
mass ratio 0.30, permittivity 11.7
binding energy 45.0 meV, core radius 0.25 nm
effective Bohr radius a* = 2.0638 nm
effective Rydberg Ry* = 29.817 meV
nu = 0.8140, power nu-1 = -0.1860
decay length nu a* = 1.6799 nm
grid ground level without core = -29.817 meV
square core: depth 2.561 eV
  amplitude of W in u 0.83079 nm^-1/2
  largest tail deviation 2.5e-06
parabolic core: depth 5.636 eV
  amplitude of W in u 0.83023 nm^-1/2
  largest tail deviation 2.5e-06
amplitude, W in all space = 0.82828 nm^-1/2
excited s state: nu 1.8186, deviation 1.2e-07
p state, 1.5 nm core: nu 1.2469, deviation 3.3e-07
growing solution: power at x=100 is -0.8293
r (nm), x, W, leading form, relative error, bound
   2   2.381 6.5388e-01 6.1611e-01 0.0613 0.0636
   5   5.953 2.2323e-01 2.1779e-01 0.0250 0.0254
  10  11.905 1.9766e-02 1.9520e-02 0.0126 0.0127
  15  17.858 1.3960e-03 1.3843e-03 0.0084 0.0085
r (nm), local power from grid, two-term series
   5 -0.2099 -0.2114
  10 -0.1983 -0.1987
  15 -0.1943 -0.1945
F(10 nm)/F(2 nm), Whittaker = 6.04586e-03
F(10 nm)/F(2 nm), leading form = 6.33663e-03
F(10 nm)/F(2 nm), exponential only = 8.54793e-03
F(10 nm)/F(2 nm), nu=1 donor = 2.07261e-02
density F^2 at 10 nm = 2.146e-07 nm^-3
same for nu=1 donor = 2.239e-06 nm^-3
probability outside core = 0.9837
transverse mass 0.19: decay length 2.111 nm
  exponential at 10 nm / isotropic one = 3.37
longitudinal mass 0.92: decay length 0.959 nm
  exponential at 10 nm / isotropic one = 0.0114
nonparabolicity 0.5 /eV: F(10 nm) times 1.070
unscreened excess/Coulomb at 0.25 nm = 8.78e-01
unscreened excess/Coulomb at 0.50 nm = 7.21e-02
unscreened excess/Coulomb at 1.00 nm = 4.86e-04
  (screening length 0.1 nm)
kT at 4.2 K = 0.362 meV
exp(-(binding-Ry*)/kT) = 6.0e-19
field 1 kV/cm: 1.00 meV over 10 nm
tunnel exit 450 nm, exponent 357
doping 1e+16 cm^-3: mean spacing 46.4 nm
ion at that spacing: 0.57 meV over 10 nm
```
